# Barrier height for ten-year data retention at one-ppm failure: test program

```python
"""
Result under test: a cell that fails at its first thermal escape, with rate
nu*exp(-E/kT), has failure probability p after time t when
    E = kT * ln( nu*t / (-ln(1-p)) ).
For nu = 1e13 per second, T = 85 C, t = ten years, p = 1e-6: E is about 1.95 eV.
Symbols: nu attempt frequency, kT thermal energy, E barrier.
The model potential is V(x) = E*(1-(x/x0)^2)^2, with wells at -x0 and +x0.
Energies are in eV in the retention part and in hartree in the ion-motion part.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 60
K_EV = const.k / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["atomic unit of length"][0] * 1e9
TIME_AU = const.physical_constants["atomic unit of time"][0]

# Inputs
nu = 1e13
temperature = const.convert_temperature(85.0, "Celsius", "Kelvin")
years = 10.0
duration = years * const.Julian_year
p_fail = 1e-6
mass_u, charge = 16.0, 2.0
read_voltage, thickness_nm = 0.1, 5.0
ions_per_cell, cells_per_chip = 100, 10**9
spread = 0.05
warming = 10.0
kT = K_EV * temperature


def required_barrier(temp, frequency=nu, probability=p_fail):
    return K_EV * temp * np.log(frequency * duration / -np.log1p(-probability))


def failure(barrier, temp):
    return -np.expm1(-nu * duration * np.exp(-barrier / (K_EV * temp)))


def barrier_from_attempts(copies=1):
    """Bisection on the survival of repeated independent attempts."""
    low, high = mp.mpf(1), mp.mpf(4)
    attempts = mp.mpf(nu) * mp.mpf(duration)
    for _ in range(120):
        middle = (low + high) / 2
        cell_survival = (1 - mp.exp(-middle / mp.mpf(kT))) ** attempts
        if 1 - cell_survival ** copies > mp.mpf(p_fail):
            low = middle
        else:
            high = middle
    return float((low + high) / 2)


# Main result against the discrete-attempt definition
barrier = required_barrier(temperature)
barrier_attempts = barrier_from_attempts()
assert abs(barrier - barrier_attempts) < 1e-9
assert abs(barrier - 1.95) < 0.005

# Weakest-link shifts against the same definition
shift_ions = kT * np.log(ions_per_cell)
shift_chip = kT * np.log(cells_per_chip)
assert abs(barrier_from_attempts(ions_per_cell) - barrier - shift_ions) < 1e-6
assert abs(barrier_from_attempts(cells_per_chip) - barrier - shift_chip) < 1e-6

# Gaussian barrier spread: average the full failure probability
z = np.linspace(-10, 10, 4001)
gauss = np.exp(-z**2 / 2) / np.sqrt(2 * np.pi)


def mean_failure(mean_barrier):
    return trapezoid(gauss * failure(mean_barrier + spread * z, temperature), z)


mean_needed = brentq(lambda b: np.log(mean_failure(b) / p_fail), 1.7, 2.4)
shift_spread = spread**2 / (2 * kT)
assert abs(mean_needed - barrier - shift_spread) < 1e-5

# Ion motion in atomic units; x0 follows from nu, E and the mass
E = barrier / HARTREE
theta = kT / HARTREE
mass = mass_u * const.atomic_mass / const.m_e
omega_well = 2 * np.pi * nu * TIME_AU
x0 = np.sqrt(8 * E / mass) / omega_well
omega_top = omega_well / np.sqrt(2)


def potential(x):
    return E * (1 - (x / x0) ** 2) ** 2


d = 1e-3 * x0
curv_well = (potential(-x0 + d) - 2 * potential(-x0) + potential(-x0 - d)) / d**2
curv_top = (potential(d) - 2 * potential(0.0) + potential(-d)) / d**2
assert abs(np.sqrt(curv_well / mass) / omega_well - 1) < 1e-4
assert abs(np.sqrt(-curv_top / mass) / omega_top - 1) < 1e-4

# Classical escape rate from the equilibrium flux through the barrier top
x_left = np.linspace(-2 * x0, 0, 20001)
well_integral = trapezoid(np.exp(-potential(x_left) / theta), x_left)
forward = quad(lambda s: s * np.exp(-s * s / 2), 0, np.inf)[0]
norm = quad(lambda s: np.exp(-s * s / 2), -np.inf, np.inf)[0]
flux_rate = (np.sqrt(theta / mass) * forward / norm
             * np.exp(-E / theta) / well_integral / TIME_AU)
rate = nu * np.exp(-barrier / kT)
flux_ratio = flux_rate / rate
# the anharmonic well bottom changes the rate by a fraction of order kT/E
assert abs(flux_ratio - 1) < 0.005

# Quantum population of one well, by diagonalization on a sinc grid
grid = np.linspace(-1.5 * x0, 1.5 * x0, 301)
h = grid[1] - grid[0]
diff = np.arange(301)[:, None] - np.arange(301)[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * np.where(diff % 2 == 0, 1.0, -1.0) / (2 * mass * h**2)
levels = np.linalg.eigvalsh(kinetic + np.diag(potential(grid)))
z_quantum = np.exp(-levels / theta).sum() / 2
z_classical = np.sqrt(mass * theta / (2 * np.pi)) * well_integral
well_factor = z_classical / z_quantum
u_well, u_top = omega_well / theta, omega_top / theta
well_formula = 2 * np.sinh(u_well / 2) / u_well
assert abs(well_factor - well_formula) < 0.005


def transmission(energies):
    """Numerov solution for the barrier between the wells, flat outside."""
    x = np.linspace(-1.01 * x0, 1.01 * x0, 6001)
    step = x[1] - x[0]
    v = np.where(np.abs(x) < x0, potential(x), 0.0)

    def weight(n):
        return 1 + step**2 * 2 * mass * (energies - v[n]) / 12

    phase = np.arccos(6 / weight(0) - 5)
    right = np.ones(len(energies), dtype=complex)
    here = np.exp(-1j * phase)
    for n in range(len(x) - 2, 0, -1):
        left = ((12 - 10 * weight(n)) * here - weight(n + 1) * right) / weight(n - 1)
        right, here = here, left
    incident = (right - here * np.exp(-1j * phase)) / (2j * np.sin(phase))
    return 1 / np.abs(incident) ** 2


# Thermal average of the transmission, relative to classical crossing
excess = np.linspace(-0.2, 0.6, 801) / HARTREE
top_factor = trapezoid(transmission(E + excess) * np.exp(-excess / theta),
                       excess) / theta
top_formula = (u_top / 2) / np.sin(u_top / 2)
assert abs(top_factor - top_formula) < 0.003
shift_quantum = kT * np.log(top_factor * well_factor)

# Constant read field: extrema of the tilted potential against Q*F*x0
field_v_nm = read_voltage / thickness_nm
force = charge * field_v_nm * BOHR_NM / HARTREE


def tilted(x):
    return potential(x) - force * x


bottom = minimize_scalar(tilted, bounds=(-1.3 * x0, -0.7 * x0),
                         method="bounded", options={"xatol": 1e-9})
top = minimize_scalar(lambda x: -tilted(x), bounds=(-0.3 * x0, 0.3 * x0),
                      method="bounded", options={"xatol": 1e-9})
field_lowering = (E - (-top.fun - bottom.fun)) * HARTREE
field_formula = charge * field_v_nm * x0 * BOHR_NM
assert abs(field_lowering / field_formula - 1) < 0.01

# Sensitivities, checked through the failure probability itself
shift_warm = required_barrier(temperature + warming) - barrier
shift_decade = required_barrier(temperature, frequency=10 * nu) - barrier
assert abs(failure(barrier + shift_warm, temperature + warming) / p_fail - 1) < 1e-6
assert abs(failure(barrier + shift_decade, temperature) / (p_fail / 10) - 1) < 1e-5

print(f"Attempt frequency: {nu:.1e} 1/s")
print(f"Temperature: {temperature:.2f} K")
print(f"Storage time: {years:.0f} years = {duration:.5e} s")
print(f"Allowed failure probability per cell: {p_fail * 1e6:.1f} ppm")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Number of attempts nu*t: {nu * duration:.5e}")
print(f"Logarithm E/kT: {barrier / kT:.4f}")
print(f"Required barrier, formula: {barrier:.4f} eV")
print(f"Required barrier, discrete attempts: {barrier_attempts:.4f} eV")
print(f"Required barrier, converted: {E:.5f} hartree")
print(f"Escape rate at this barrier: {rate:.4e} 1/s")
print(f"Failure at E = 1.95 eV: {failure(1.95, temperature) * 1e6:.3f} ppm")
print(f"Barrier shift, tenfold nu: {shift_decade:.4f} eV")
print(f"Temperature rise considered: {warming:.0f} K")
print(f"Barrier shift, warmer cell: {shift_warm:.4f} eV")
print(f"Failure of unchanged barrier, warmer cell: "
      f"{failure(barrier, temperature + warming) * 1e6:.2f} ppm")
print(f"Ions per cell, any one fatal: {ions_per_cell}")
print(f"Barrier shift, many ions: {shift_ions:.4f} eV")
print(f"Cells per chip, any one fatal: {cells_per_chip:.0e}")
print(f"Barrier shift, whole chip: {shift_chip:.4f} eV")
print(f"Required barrier, whole chip: {barrier + shift_chip:.4f} eV")
print(f"Barrier spread (standard deviation): {spread:.3f} eV")
print(f"Barrier shift from spread, formula: {shift_spread:.4f} eV")
print(f"Barrier shift from spread, averaged: {mean_needed - barrier:.4f} eV")
print(f"Ion mass: {mass_u:.0f} u; ion charge: {charge:.0f} e")
print(f"Hop length 2*x0: {2 * x0 * BOHR_NM:.4f} nm")
print(f"Flux rate / harmonic rate: {flux_ratio:.5f}")
print(f"hbar*omega/kT, well: {u_well:.4f}; barrier top: {u_top:.4f}")
print(f"Well quantum factor, diagonalization: {well_factor:.4f}")
print(f"Well quantum factor, formula: {well_formula:.4f}")
print(f"Tunnelling factor, wave equation: {top_factor:.4f}")
print(f"Tunnelling factor, formula: {top_formula:.4f}")
print(f"Barrier shift, both quantum factors: {shift_quantum:.4f} eV")
print(f"Read voltage: {read_voltage:.2f} V; thickness: {thickness_nm:.1f} nm")
print(f"Read field: {field_v_nm * 10:.2f} MV/cm")
print(f"Field lowering, tilted potential: {field_lowering:.5f} eV")
print(f"Field lowering, formula: {field_formula:.5f} eV")
print("PASS")
```

It prints:

```
Attempt frequency: 1.0e+13 1/s
Temperature: 358.15 K
Storage time: 10 years = 3.15576e+08 s
Allowed failure probability per cell: 1.0 ppm
Thermal energy kT: 0.030863 eV
Number of attempts nu*t: 3.15576e+21
Logarithm E/kT: 63.3190
Required barrier, formula: 1.9542 eV
Required barrier, discrete attempts: 1.9542 eV
Required barrier, converted: 0.07182 hartree
Escape rate at this barrier: 3.1688e-15 1/s
Failure at E = 1.95 eV: 1.146 ppm
Barrier shift, tenfold nu: 0.0711 eV
Temperature rise considered: 10 K
Barrier shift, warmer cell: 0.0546 eV
Failure of unchanged barrier, warmer cell: 5.58 ppm
Ions per cell, any one fatal: 100
Barrier shift, many ions: 0.1421 eV
Cells per chip, any one fatal: 1e+09
Barrier shift, whole chip: 0.6396 eV
Required barrier, whole chip: 2.5938 eV
Barrier spread (standard deviation): 0.050 eV
Barrier shift from spread, formula: 0.0405 eV
Barrier shift from spread, averaged: 0.0405 eV
Ion mass: 16 u; ion charge: 2 e
Hop length 2*x0: 0.3091 nm
Flux rate / harmonic rate: 0.99699
hbar*omega/kT, well: 1.3400; barrier top: 0.9475
Well quantum factor, diagonalization: 1.0760
Well quantum factor, formula: 1.0765
Tunnelling factor, wave equation: 1.0386
Tunnelling factor, formula: 1.0384
Barrier shift, both quantum factors: 0.0034 eV
Read voltage: 0.10 V; thickness: 5.0 nm
Read field: 0.20 MV/cm
Field lowering, tilted potential: 0.00618 eV
Field lowering, formula: 0.00618 eV
PASS
```
